The Bohm criterion does not fix separate N⁺ and N₂⁺ speeds

Suppose a calculation of plasma nitridation starts from ion densities at the edge of the sheath and needs the flux of each ion to the wafer. A speed must then be assigned to N⁺ and another to N₂⁺. For the plasma treated below, with the edge densities held fixed, one plausible choice gives an N⁺ flux 24% larger than another, and both satisfy the generalised Bohm criterion with equality.

**The belief and its appeal**

The belief is that the criterion, taken as an equality, tells each species how fast it enters the sheath. For a single species of cold ions it does: one equation fixes one speed. With two species, each can be given its own Bohm speed, or both can be given the sound speed of the mixture. Either choice, put back into the criterion, returns an identity, which looks like confirmation. It shows only that the choice is allowed.

Take a plane, unmagnetised plasma with cold, singly charged ions, N⁺ (j = 1) and N₂⁺ (j = 2), and Boltzmann electrons. T is the electron temperature as an energy, n_e the electron density at the sheath edge, a_j = n_j/n_e the ion shares, so a₁ + a₂ = 1, and v_j the speeds there. Define

c_j² = T/m_j,  y_j = c_j²/v_j².

**What the sheath demands**

Let χ be the potential drop from the sheath edge in units of T/e. Without collisions or ionisation in the sheath, an ion's squared speed rises from v_j² to v_j² + 2χT/m_j = v_j²(1 + 2χy_j). Its flux is constant, so its density falls by the inverse square root of that bracket. The net charge density divided by e n_e is

r(χ) = Σ a_j(1 + 2χy_j)^(−1/2) − e^(−χ).

Poisson's equation is χ'' = r/λ_D², with λ_D² = ε₀T/(n_e e²). Multiplying by χ' and integrating from the edge, where the field is negligible on the sheath's scale, gives

½χ'² = (1/λ_D²) ∫₀^χ r dχ.

The left side cannot be negative, so r must not start out negative. Expanding both terms of r,

r = (1 − Σa_jy_j)χ + ½(3Σa_jy_j² − 1)χ² + …

The linear term gives the criterion

a₁c₁²/v₁² + a₂c₂²/v₂² ≤ 1.

At equality the weighted mean of y_j is 1. Since (1 + 2χy)^(−1/2) is convex in y, its weighted mean is at least its value at y = 1:

Σa_j(1 + 2χy_j)^(−1/2) ≥ (1 + 2χ)^(−1/2) ≥ e^(−χ).

The last step uses ln(1 + 2χ) ≤ 2χ. Hence r ≥ 0 at every χ, and every pair of speeds on the equality supports a monotonic sheath. The sheath has no further preference among them.

Solving the equality for v₂ displays the family:

v₂² = a₂c₂²/(1 − a₁c₁²/v₁²),  v₁² > a₁c₁².

Setting v₁ = c₁ gives v₂² = a₂c₂²/(1 − a₁) = c₂², the separate Bohm speeds. Setting v₁ = v₂ = c_s gives c_s² = a₁c₁² + a₂c₂², the common speed. If N₂⁺ becomes a trace, a₂ → 0 at fixed v₂, the equality fixes v₁ = c₁ and says nothing about v₂.

**The refutation in numbers**

Take T = 3.0 eV, a₁ = 0.30, a₂ = 0.70 and n_e = 1.0×10¹⁰ cm⁻³. Then c₁ = 4.546 km/s and c₂ = 3.214 km/s. Because m₂ = 2m₁,

c_s = 4.546 × √(0.30 + 0.70/2) = 3.665 km/s.

The pairs (3.182, 4.319) and (5.910, 2.965) km/s also give a Bohm sum of one. The N⁺ fluxes for the two familiar choices are

separate: 0.30 × 10¹⁰ × 4.546×10⁵ = 1.36×10¹⁵ cm⁻² s⁻¹,
common: 0.30 × 10¹⁰ × 3.665×10⁵ = 1.10×10¹⁵ cm⁻² s⁻¹.

The first is 24% above the second. The total ion flux hides this: it is 3.61×10¹⁵ for separate speeds and 3.67×10¹⁵ cm⁻² s⁻¹ for the common speed. The nitrogen atoms carried by ions, counting two per N₂⁺, number 5.86×10¹⁵ and 6.23×10¹⁵ cm⁻² s⁻¹, a rise of 6% from the first to the second.

Impact energies change by 3 to 4%, far less than the N⁺ flux. Balancing the ion flux against the electron flux ¼n_e v̄ e^(−eV/T), with v̄ the mean electron speed, gives a floating sheath drop V of about 13 V. Separate speeds bring both ions to the wall with 14.7 eV; the common speed gives 14.1 eV for N⁺ and 15.1 eV for N₂⁺. These energies apply to ions that cross the sheath without colliding. The sheath here is about 1 to 2 mm wide, so with the 5.2 mm path used below roughly 15 to 30% of the N₂⁺ ions would collide in it.

**Where the missing equation lies**

The ions acquire their speeds in the quasi-neutral presheath. Let x run from the midplane to the wall, let S_j be the production rate of ions born at rest, and R_j the total drag force per volume:

(n_jv_j)' = S_j,
(m_jn_jv_j²)' = n_jeE − R_j.

The left side of the second equation is m_jv_jS_j + m_jn_jv_jv_j', so

n_jv_j' = (n_jeE − R_j)/(m_jv_j) − S_j.

Continuity gives n_j' = (S_j − n_jv_j')/v_j, and therefore

n_j' = 2S_j/v_j + R_j/(m_jv_j²) − n_jeE/(m_jv_j²).

Here n_e denotes the local electron density. Boltzmann electrons obey n_e' = −n_eeE/T, and quasi-neutrality requires n₁' + n₂' = n_e'. Collecting the field terms,

eE [Σ n_j/(m_jv_j²) − n_e/T] = Σ [2S_j/v_j + R_j/(m_jv_j²)].

The bracket equals (n_e/T)(Σa_jy_j − 1). It is large and positive near the midplane, where the ions are slow, and falls as they accelerate. While the right side stays positive, the field diverges where the bracket vanishes. That divergence marks the sheath edge on the presheath scale. Sources and drag determine the route, and so the point of the family at which it ends.

**When separate Bohm speeds are right**

Let S_j = ν_jn_e, with no drag, and let G = ∫₀ˣ n_e dx, so n_jv_j = ν_jG. Try v_j = w/√m_j with one function w(x) for both species. Then n_j = ν_j√m_j G/w, and the momentum equation becomes

ν_j√m_j (Gw)' = ν_j√m_j (G/w)eE.

The species factor cancels, so both equations hold with the same w. At the edge, Bohm equality gives w² = T and v_j = c_j. Equal kinetic energies, supplied by transport, have provided the second equation. The value v_j = c_j belongs to the cold-fluid description, which gives each species one speed at each point. Collisionless ions born at rest at different potentials arrive with a spread of speeds. Treated kinetically, the same source model keeps the scaling with 1/√m_j, but the edge lies 0.854 T/e below the midplane, the mean speeds are 1.14c_j, and the spread along x corresponds to about 0.12 eV at T = 3 eV. The flux is then 14% above n_jc_j, with n_j the edge density.

Neutral drag R_j = m_jn_jv_j²/ℓ_j adds −ν_j√m_j Gw/ℓ_j to the right side. The factor still cancels if the mean free paths ℓ_j are equal, but not if they differ.

**Why strong friction gives nearly a common speed**

Now let the ions rub against each other with force F = μK n₁n₂(v₁ − v₂) per volume, slowing N⁺ and pushing N₂⁺; μ is the reduced mass and K a rate coefficient. Ignore neutral drag. Adding the two momentum equations cancels F, and Σn_jeE = −Tn_e', so

Σm_jn_jv_j² + n_eT = n₀T,

where n₀ is the midplane density. Let p_j = ν_j/(ν₁ + ν₂) be the production shares and Γ the total ion flux. Since n_j = p_jΓ/v_j,

Γ Σp_j(m_jv_j + T/v_j) = n₀T.

If friction locks both species to speed v, the sum is Mv + T/v, with M = Σp_jm_j. As Γ grows towards the wall, this sum must fall, and it can fall only to its minimum 2√(MT), at v = √(T/M). The locked flow ends there.

To compare with the earlier case, choose production that yields a₁ = 0.30 without friction. Since n_jv_j is proportional to p_j,

p₁ = 0.30c₁/(0.30c₁ + 0.70c₂) = 0.377.

The locked flow then ends at 0.785c₁, below the common Bohm speed for this mixture, √(p₁ + p₂/2) c₁ = 0.830c₁. The Bohm bracket is still positive. In a thin layer the growing field pulls the species apart until the bracket vanishes. If the layer is much thinner than the presheath but much thicker than a Debye length, production within it is negligible and quasi-neutrality holds, so

Σp_j(m_jv_j + T/v_j) = 2√(MT),
Σ(p_j/v_j)[T/(m_jv_j²) − 1] = 0.

These equations have two solutions, both with v₁ > v₂. The flow accelerating from the locked speed reaches the nearer one first: v₁ = 0.835c₁ and v₂ = 0.821c₁ (the other lies near v₁ = 1.32c₁, v₂ = 0.67c₁). For this pair of ions the common speed is thus a close approximation to the limit, with a remaining split of about 2%. The closeness depends on the modest mass ratio: with equal production shares the split is 10% at mass ratio 4 and 78% at mass ratio 28.

Integrating the conservation laws until the field diverges shows the passage between the limits. For Kn₀/(ν₁ + ν₂) = 0, 10, 1000 and 10⁶, v₁/c₁ is 1.000, 0.950, 0.851 and 0.836, while v₂/c₁ is 0.707, 0.726, 0.799 and 0.820. The Bohm sum is 1 in all four cases, as it must be where the field diverges. These values hold for λ_D → 0. With λ_D about 10⁻³ of the half-gap, as in the plasma below, the layer at 10⁶ is far thinner than a Debye length, and Poisson's equation keeps both species at 0.835c₁ where the Bohm sum reaches 1; at 1000 it gives 0.850 and 0.808. Coulomb friction in that plasma corresponds to only about 35 at the midplane, or 360 at ten times the density.

This comparison holds production fixed, unlike the first one. In one dimension without volume loss, the N⁺ share of the wall flux then stays at 0.377, whatever the friction. Its density share changes instead, from 0.30 to 0.37. In one dimension, where volume loss and ion conversion are negligible, a calculation that knows the production shares can take the flux shares from them (with side-wall loss and unequal mean free paths the share at the wafer can differ by a few per cent); one that starts from edge densities needs the speeds.

**A nitriding plasma**

Rough values for a low-pressure inductive nitrogen plasma are 10 mTorr, gas at 400 K, a half-gap of 5 cm and a midplane density of 5×10¹⁰ cm⁻³. The N⁺ share varies with power and pressure; the production share above is kept as an assumption. By rough rate estimates at 3 eV, undissociated N₂ would give an N⁺ share below 1%, so 0.377 implies a strongly dissociated gas, with roughly one N atom per two to three N₂ molecules; the drag below nevertheless treats the gas as N₂ alone. Rough drag cross sections of 5×10⁻¹⁵ and 8×10⁻¹⁵ cm² give mean free paths of 8.3 mm for N⁺ and 5.2 mm for N₂⁺. The total production frequency ν₁ + ν₂ is adjusted so that the field diverges 5 cm from the midplane. Neutral drag alone then leads to 4.83 and 3.14 km/s, which is neither familiar pair. These values follow the assumed drag closely. Polarisation drag on N⁺, with a path of about 25 mm at c₁, gives 5.3 and 3.07 km/s, while halving the N₂⁺ cross section gives 4.43 and 3.25 km/s.

Coulomb friction must be added. A distant encounter at impact parameter b and relative speed u gives a sideways impulse e²/(2πε₀bu), hence a forward momentum loss equal to its square over 2μu. Integrating over b with flux nu gives a force ne⁴lnΛ/(4πε₀²μu²). Averaging this inverse-square force over Maxwellian ions of temperature T_i (an energy) is the problem of the field of a Gaussian charge cloud. For a drift difference Δ, the cold-beam force is multiplied by

erf X − 2Xe^(−X²)/√π,  X = Δ/√(2T_i/μ).

With T_i = 0.05 eV and lnΛ = 8.7, the speeds become 4.75 and 3.16 km/s. At ten times the density, with lnΛ held fixed, they are 4.38 and 3.27 km/s. This lnΛ counts electron screening only. With ion screening included it is 6.6, or 5.5 at the higher density, and the pairs become 4.77 and 3.16, and 4.48 and 3.24 km/s. The Bohm sum is again one in each case. These runs omit dissociative recombination of N₂⁺. For a rough rate coefficient of 1.3 to 4.2×10⁻⁸ cm³ s⁻¹ it moves the speeds by about 1% or less, but it raises the N⁺ share of the wall flux from 0.377 to 0.38–0.40 at the base density and to 0.43–0.51 at ten times that density. The pairs also depend on T_i: at 0.12 eV the higher-density pair with lnΛ = 8.7 is 4.60 and 3.20 km/s.

Waves may add friction. For cold ions, linearising the continuity and force equations for a wave of phase speed u gives δn_j = n_jeφ/[m_j(u − v_j)²]; with δn_e = n_eeφ/T, Poisson's equation becomes

1 + k²λ_D² = Σa_jc_j²/(u − v_j)².

At u = 0 and k → 0 this is the Bohm equality: a long wave stands still at the sheath edge. For warm ions, 1/(u − v_j)² is averaged over the velocity distribution. With separate Bohm speeds and a₁ = 0.30, the long-wave two-stream threshold is T_i = 0.055 eV, and growth occurs below it. The assumed 0.05 eV lies close to this boundary. The drag-plus-Coulomb state has one growing long wave, so friction from waves, which the model omits, could bring its speeds closer together.

Real discharges also break the cold-ion assumption, because ions are born at different potentials and because charge exchange creates slow N₂⁺ ions; both broaden the velocities. For one-dimensional adiabatic ions, pressure replaces m_jv_j² by m_jv_j² − 3T_i in the criterion, so the separate speeds rise by √(1 + 3T_i/T) − 1. This is 2.5% at 0.05 eV and would be 14% at 0.3 eV; with equal ion temperatures it is common to both species, and the strong-friction split stays near 2%. The choice of cross sections shifts the N⁺ speed by about 10%, as shown above, and non-uniform ionisation could also shift the pair, by an amount not estimated here. The edge itself is not sharp, because λ_D is 1 to 2% of the N₂⁺ path. With Poisson's equation in place of quasi-neutrality, the drag-plus-Coulomb case at the base density reaches a Bohm sum of 1 at 4.86 and 3.22 km/s, where the ion density already exceeds the electron density by 4% and the field is 0.1 T/(eλ_D); between 1% and 10% excess the N⁺ speed runs from 4.2 to 5.5 km/s. The computed speeds therefore illustrate how transport selects a pair; they do not predict the speeds in a particular reactor. The numerical output lists the values of the main cases.

Computed values

```
Te 3.0 eV; Ti 0.05 eV; gas 400 K
pressure 10 mTorr; half-gap 5 cm
centre density 5.0e+10 cm^-3
edge density for direct comparison 1.0e+10 cm^-3
edge density shares N+, N2+: 0.30, 0.70
production shares N+, N2+: 0.3774, 0.6226
c1, c2, common speed: 4.546, 3.214, 3.665 km/s
Marginal family: N+ speed, N2+ speed (km/s), Bohm sum
  3.182, 4.319, 1.000000
  3.665, 3.665, 1.000000
  4.546, 3.214, 1.000000
  5.910, 2.965, 1.000000
separate: ion flux 3.614e+15 cm^-2 s^-1; N+ flux share 0.3774
  N atoms carried by ions 5.864e+15 cm^-2 s^-1
  edge energies N+, N2+: 1.500, 1.500 eV
  floating sheath drop 13.15 V; impact energies 14.65, 14.65 eV
  electron Boltzmann factor at wall 0.0125
common: ion flux 3.665e+15 cm^-2 s^-1; N+ flux share 0.3000
  N atoms carried by ions 6.231e+15 cm^-2 s^-1
  edge energies N+, N2+: 0.975, 1.950 eV
  floating sheath drop 13.11 V; impact energies 14.09, 15.06 eV
  electron Boltzmann factor at wall 0.0126
Friction/production: v1/c1, v2/c1, N+ share, n_edge/n0, Bohm sum
  0e+00: 1.0000, 0.7071, 0.3000, 0.5000, 1.000000
  1e+00: 0.9917, 0.7097, 0.3025, 0.5000, 1.000000
  1e+01: 0.9500, 0.7255, 0.3164, 0.4987, 1.000000
  1e+02: 0.8843, 0.7653, 0.3441, 0.4908, 1.000000
  1e+03: 0.8511, 0.7988, 0.3626, 0.4817, 1.000000
  1e+06: 0.8357, 0.8203, 0.3730, 0.4752, 1.000000
strong-friction limit v1/c1, v2/c1: 0.8354, 0.8208
locked-fluid and common Bohm speed/c1 at production mix: 0.7850, 0.8299
drag cross sections N+, N2+: 5.0e-15, 8.0e-15 cm^2
neutral paths N+, N2+: 8.28, 5.18 mm
Coulomb logarithm 8.70; centre ion-ion rate 8.67e+05 s^-1
drag only: N+, N2+ speeds 4.833, 3.144 km/s; Bohm sum 1.000000
  N+ density share 0.2828; n_edge/n0 0.2921; production rate 2.46e+04 s^-1
  long waves growing faster than 0.003 k*c1: 1
drag+Coulomb: N+, N2+ speeds 4.748, 3.162 km/s; Bohm sum 1.000000
  N+ density share 0.2875; n_edge/n0 0.2913; production rate 2.45e+04 s^-1
  long waves growing faster than 0.003 k*c1: 1
same, 10x density: N+, N2+ speeds 4.384, 3.271 km/s; Bohm sum 1.000000
  N+ density share 0.3114; n_edge/n0 0.2882; production rate 2.43e+04 s^-1
  long waves growing faster than 0.003 k*c1: 0
two-stream threshold Ti for separate speeds, k*Debye=0 and 1: 0.0554, 0.0532 eV
warm-ion speed shift (adiabatic index 3): 2.47 percent
centre Debye length 0.0576 mm; Debye/shorter neutral path 0.0111
```
